\section*{Impedance-Field Noise and the Nyquist Limit of a Nonuniform Resistor}

\section{What symmetry and dimensions fix}

A resistor of length $L$ and cross-section $A$ carries electrons whose random velocities produce a fluctuating current density $j(x,t)$. We want the spectrum $S_V$ of the voltage this causes at open terminals. For small fluctuations the voltage is linear in $j$, so reversing $j$ reverses the voltage, and $S_V$ is quadratic in the response. If sources at different positions are uncorrelated, their contributions add in power, which leaves a single integral over position.

The strength of the source must grow with the charge squared, the electron density $n$ and the diffusivity $D$, which measures the velocity fluctuations. The combination $q^2nD/A$ has the unit $\mathrm{A^2\,s\,m^{-3}}$. If $\zeta(x)$ is a response in $\Omega\,\mathrm m$, then
\begin{equation}
S_V=c\int_0^L \frac{q^2 n D}{A}\,|\zeta|^2\,dx
\label{form}
\end{equation}
has the required unit $\mathrm{V^2\,s}$. The number $c$ and the function $\zeta$ remain to be found. In equilibrium $kTR$ also has the unit $\mathrm{V^2\,s}$, but dimensions alone cannot exclude a factor depending on the doping profile. That exclusion has to be derived.

Conventions: $q>0$, the electron charge is $-q$, spectra are one-sided in frequency $f=\omega/2\pi$, and phasors vary as $e^{i\omega t}$. The voltage is $V=\int_0^L E\,dx$ less its equilibrium value, and current is positive along $+x$.

\section{The local source}

Let $w_i$ be the velocity fluctuation of electron $i$ about the local mean. Averaged over the cross-section,
\[
j(x,t)=-\frac qA\sum_i w_i(t)\,\delta(x-x_i).
\]
For independent electrons the cross terms average to zero. There are $nA\,dx$ electrons in $dx$, and each moves about one mean free path while its velocity stays correlated. On longer scales, with $C(t)=\langle w(t)w(0)\rangle$,
\[
\langle j(x,t)j(x',0)\rangle=\frac{q^2n}{A}\,C(t)\,\delta(x-x').
\]
The one-sided velocity spectrum is $4\int_0^\infty C\cos\omega t\,dt$. Well below the collision rate the cosine is one. The displacement variance obeys $d\langle\Delta x^2\rangle/dt=2\int_0^tC\,dt'$, which tends to $2D$, so $\int_0^\infty C\,dt=D$ and
\begin{equation}
S_j(x,x')=\frac{4q^2nD}{A}\,\delta(x-x').
\label{source}
\end{equation}
Hence $c=4$.

Near equilibrium $D$ is tied to the mobility $\mu$. Let collisions act on the velocity distribution through a linear operator $\mathcal L$ that leaves the Maxwell distribution $f_0$ stationary. A weak force $F$ on an electron of effective mass $m$ gives a steady correction $f_1$ with
\[
\mathcal L f_1=\frac Fm\,\frac{\partial f_0}{\partial v}=-\frac{F}{kT}\,vf_0 .
\]
Since $vf_0$ has zero total weight, it decays under $e^{\mathcal Lt}$, and $\mathcal L\int_0^\infty e^{\mathcal Lt}vf_0\,dt=-vf_0$. Therefore
\[
f_1=\frac F{kT}\int_0^\infty e^{\mathcal Lt}vf_0\,dt,\qquad
\langle v\rangle=\frac F{kT}\int_0^\infty C\,dt=\frac{FD}{kT}.
\]
With $|F|=q|E|$ and $\mu=|\langle v\rangle|/|E|$, this is $D=\mu kT/q$. As a test, a velocity process with detailed balance was solved twice, for its correlation integral and for its drift under a small force. In thermal units the ratio of $D$ to mobility was $1.0004$.

\section{Simple case: a uniform resistor}

Take uniform doping, no bias and low frequency. Drift, diffusion and the source must add to zero current:
\[
\sigma\,\delta E+qD\,\frac{d\,\delta n}{dx}+j=0,\qquad \sigma=q\mu n .
\]
Ideal ohmic contacts hold $\delta n=0$ at both ends. Integrating over $x$ removes the diffusion term, because $D$ is constant, and gives $\delta V=-\int(j/\sigma)\,dx$. Thus $\zeta=1/\sigma$. Using $q^2nD=kT\sigma$,
\[
S_V=\frac{4kT\sigma}{A}\,\frac{L}{\sigma^2}=4kT\,\frac{L}{\sigma A}=4kTR .
\]
Dividing by $\sigma$ gives the diffusion term the coefficient $qD/\sigma=kT/(qn)$. If $n$ varies with $x$, this term no longer integrates to zero, and built-in fields act on $\delta n$. The response must then be found from the full linear problem.

\section{Nonuniform doping, bias and finite frequency}

Let the doping $N(x)$ and mobility $\mu(x)$ vary along the device, at uniform temperature and permittivity $\varepsilon$. Assume insulating sides with no field leakage, so that averaging over the cross-section leaves a one-dimensional problem. The equations are
\begin{align}
J&=q\mu nE+qDn'+j+\varepsilon\,\partial_tE, \label{current}\\
\varepsilon E'&=q(N-n). \label{gauss}
\end{align}
A prime means $d/dx$. Charge conservation, with charge density $\varepsilon E'$, makes the total current density $J$ independent of $x$.

Linearize about a stable steady state $(n_0,E_0)$, with $\mu$ and $D$ held fixed. Equation \eqref{gauss} gives $\delta n=-(\varepsilon/q)\,\delta E'$. Inserting this in \eqref{current} yields
\begin{equation}
M\,\delta E=\delta J-j,\qquad
Me=(\sigma+i\omega\varepsilon)e-\varepsilon\mu E_0e'-\varepsilon De'' ,
\label{M}
\end{equation}
where $\sigma=q\mu n_0$. The contact condition $\delta n=0$ becomes $\delta E'=0$ at both ends.

Two experiments use the same operator. A unit terminal current density without internal source produces the field $e$:
\begin{equation}
Me=1,\qquad AZ=\int_0^Le\,dx .
\label{impedance}
\end{equation}
Open terminals with an internal source give $M\,\delta E=-j$. To avoid solving this for every source position, we look for a weight $\zeta$ that extracts the voltage directly. For any $e$ with $e'=0$ at the ends, integrate by parts:
\begin{align*}
-\int\zeta\varepsilon\mu E_0e'\,dx&=-[\varepsilon\mu E_0\zeta e]+\int(\varepsilon\mu E_0\zeta)'e\,dx,\\
-\int\zeta\varepsilon De''\,dx&=-[\varepsilon D\zeta e']+[(\varepsilon D\zeta)'e]-\int(\varepsilon D\zeta)''e\,dx .
\end{align*}
The bracket with $e'$ vanishes. The others cancel if $(D\zeta)'=\mu E_0\zeta$ at each end. With that condition, let $\zeta$ solve
\begin{equation}
(\sigma+i\omega\varepsilon)\zeta+(\varepsilon\mu E_0\zeta)'-(\varepsilon D\zeta)''=1 .
\label{adjoint}
\end{equation}
Then $\int\delta E\,dx=\int\zeta M\delta E\,dx$, that is,
\begin{equation}
\delta V=-\int_0^L\zeta j\,dx,\qquad
S_V=\frac{4q^2}{A}\int_0^Ln_0D|\zeta|^2\,dx .
\label{noise}
\end{equation}
The second formula follows by inserting \eqref{source}. A current $I_s$ driven internally across $dx$ has $j=I_s/A$ there and changes the terminal voltage by $-(\zeta/A)I_s\,dx$. Thus $\zeta/A$, in ohms per length, is the impedance field. Applying the same identity to $Me=1$ gives $AZ=\int\zeta\,dx$, although $\zeta$ and $e$ may differ locally.

In a uniform, unbiased resistor $\zeta=e=1/(\sigma+i\omega\varepsilon)$. At low frequency this returns the simple case.

\section{Equilibrium restores Nyquist noise}

In equilibrium $q\mu n_0E_0+qDn_0'=0$, so $\mu E_0=-Dn_0'/n_0$. The last two terms of $Me$ combine:
\[
\varepsilon D\frac{n_0'}{n_0}e'-\varepsilon De''
=-\varepsilon Dn_0\left(\frac{e'}{n_0}\right)' .
\]
Since $Dn_0=kT\sigma/q^2$, set $\Lambda=\varepsilon kT/q^2$ and divide $Me=1$ by $\sigma$:
\begin{equation}
e-\Lambda\left(\frac{e'}{n_0}\right)'=\frac{1-i\omega\varepsilon e}{\sigma}\equiv g .
\label{g}
\end{equation}
We now show that $g$ is the impedance response $\zeta$. The equilibrium relation changes the last two terms of \eqref{adjoint} into
\[
-\varepsilon\left[(D\zeta)'+D\zeta\frac{n_0'}{n_0}\right]'
=-\varepsilon\left[\frac{(Dn_0\zeta)'}{n_0}\right]'
=-\Lambda\left[\frac{(\sigma\zeta)'}{n_0}\right]' .
\]
For $\zeta=g$ we have $(\sigma g)'=-i\omega\varepsilon e'$, so this equals $i\omega\varepsilon\Lambda(e'/n_0)'=i\omega\varepsilon(e-g)$ by \eqref{g}. The left side of \eqref{adjoint} becomes
\[
\sigma g+i\omega\varepsilon g+i\omega\varepsilon(e-g)=\sigma g+i\omega\varepsilon e=1 .
\]
The end condition requires $(\sigma g)'=0$, which holds because $e'=0$. The stable linear problem has one solution, hence
\begin{equation}
\sigma\zeta=1-i\omega\varepsilon e .
\label{closed}
\end{equation}
The right side is the conduction part of a unit total current. Define the quasi-Fermi potential $\varphi_n$ by $n\propto\exp[q(\varphi-\varphi_n)/kT]$, with $E=-\varphi'$. Drift and diffusion then add to $-\sigma\varphi_n'$, so $\zeta$ is minus the gradient of $\varphi_n$ per unit terminal current density. The electrostatic field $e$ is a different quantity.

For the noise, multiply \eqref{g} by $(1-i\omega\varepsilon e)^*=1+i\omega\varepsilon e^*$ and integrate. The boundary term from integration by parts vanishes with $e'$, leaving
\[
\int e\,dx+i\omega\varepsilon\int|e|^2dx
+i\omega\varepsilon\Lambda\int\frac{|e'|^2}{n_0}dx
=\int\sigma|\zeta|^2dx .
\]
Its real part is $\int\sigma|\zeta|^2dx=\mathrm{Re}\int e\,dx=A\,\mathrm{Re}\,Z$. With $q^2n_0D=kT\sigma$, equation \eqref{noise} gives
\begin{equation}
\boxed{S_V=4kT\,\mathrm{Re}\,Z(\omega)} .
\label{nyquist}
\end{equation}
Neither the doping profile nor the built-in field appears as a separate correction.

\subsection*{Low-frequency limit}

At $\omega=0$, \eqref{closed} gives $\zeta=1/\sigma$ and $R=\int dx/(\sigma A)$. Here $\sigma$ contains the actual electron density, not the doping. The field $e$ has the same integral as $1/\sigma$, so
\[
\int\sigma e^2dx-AR=\int\sigma\left(e-\frac1\sigma\right)^2dx\ge0 .
\]
Using $e$ in place of $\zeta$ therefore overestimates the total noise unless the two are equal everywhere, although the contribution of a single position may be underestimated.

\subsection*{Total-variance limit}

Send a unit charge through the terminals in an instant. Conduction has no time to respond, and the field rises everywhere by $1/(\varepsilon A)$. The voltage jumps by $1/C$, with $C=\varepsilon A/L$. If $z(t)$ is the subsequent voltage, $Z=\int_0^\infty z\,e^{-i\omega t}dt$. The inverse transform at $t=0$ gives half the jump:
\[
2\int_0^\infty\mathrm{Re}\,Z\,df=\frac1{2C},\qquad
\langle V^2\rangle=4kT\int_0^\infty\mathrm{Re}\,Z\,df=\frac{kT}{C}.
\]
This is equipartition for the geometric capacitance, independent of $N$ and $\mu$. It uses the model at all frequencies, including those where the white source is not a realistic description.

\section{A silicon-like $n^+$--$n$--$n^+$ resistor}

The device is at 300 K, with $L=1000$ nm and $A=10\ \mu\mathrm m^2$. A middle layer from 200 to 800 nm is doped at $2\times10^{15}\ \mathrm{cm^{-3}}$, the outer layers at $2\times10^{17}\ \mathrm{cm^{-3}}$. Their mobilities are 1350 and 600 $\mathrm{cm^2/Vs}$. At 200 and 800 nm the logarithms of doping and mobility change smoothly as hyperbolic tangents with a grading length of 30 nm. The relative permittivity is 11.7.

Near the centre $n=2.281\times10^{15}\ \mathrm{cm^{-3}}$. With $q=1.602\times10^{-19}$ C, the local impedance field is
\[
\frac{1}{q\mu nA}=\frac{1}{(1.602\times10^{-19})(1350)(2.281\times10^{15})(10^{-7})}
\ \frac{\Omega}{\mathrm{cm}}=2.03\ \frac{\Omega}{\mathrm{nm}} .
\]
At the same place $e/A=1.83\ \Omega/\mathrm{nm}$. At 199 nm the order reverses: $\zeta/A=0.24$ and $e/A=0.45\ \Omega/\mathrm{nm}$. At zero frequency their difference is $e-\zeta=\Lambda(e'/n_0)'$, which integrates to zero. Squaring $e$ instead of $\zeta$ would raise the predicted noise power by 3.8\%.

The resistance is 871 $\Omega$. Setting $n=N$ with the same mobility would give 1299 $\Omega$, 49\% more. Electrons spilling from the outer layers lower the resistance. The density at the centre exceeds the doping by 14\%, so most of the difference arises away from the centre. The middle layer supplies 96.7\% of the low-frequency noise power.

For the terminal noise, $kT/q=25.852$ mV gives
\[
\sqrt{S_V}=\sqrt{4(1.602\times10^{-19})(0.025852)(870.9)}
=3.80\times10^{-9}\ \mathrm{V/\sqrt{Hz}} ,
\]
or 3.80 $\mathrm{nV/\sqrt{Hz}}$. At 50 GHz the real part of $Z$ falls to 697 $\Omega$, and the noise becomes $3.80\sqrt{697/871}=3.40\ \mathrm{nV/\sqrt{Hz}}$.

Equation \eqref{nyquist} was tested by computing the response to a separate source in every cell and, from the same linearized equations, the response to a terminal current, which gives the impedance. At 0, 50 and 200 GHz the ratio $S_V/(4kT\,\mathrm{Re}\,Z)$ was $0.99998$. A separate solution of the stochastic field equation gave a total rms voltage of 1.9995 mV, against 1.9996 mV from equipartition.

\section{What changes under bias}

Equation \eqref{noise} survives a steady current if the local source is known. The proof of \eqref{nyquist} does not, because it used zero current at every point. Here we retain \eqref{source} with the low-field diffusivity.

At 0.10 mA the example has 86.6 mV across it and a differential resistance of 857 $\Omega$. The ratio $S_V/(4kT\,dV/dI)$ is 1.0103; at 0.05 mA it is 1.0027. The structure is mirror symmetric, so this ratio is even in current, and for a smooth response its first departure from one is quadratic. Doubling the current should then multiply the excess by about four; the printed values give $0.0103/0.0027\approx3.8$.

The biased impedance field was tested at 0.10 mA by injecting small currents of both signs at five positions and solving the nonlinear equations. The largest relative disagreement with \eqref{adjoint} was 0.019\%.

\subsection*{A strongly biased limit}

Consider an undoped layer with a voltage much larger than $kT/q$. To leading order drop diffusion from the mean current and from \eqref{adjoint}, but keep $D$ in the noise source. For $J>0$ electrons enter at $x=L$; let $y=L-x$. With $J=q\mu nE_0$ and $\varepsilon\,dE_0/dy=qn$,
\[
E_0^2=\frac{2Jy}{\varepsilon\mu},
\]
taking constant mobility and zero field at the emitting contact. Dropping diffusion removes one derivative and changes the end conditions. The field fluctuation vanishes at $y=0$, and the remaining boundary term requires $\zeta=0$ at $y=L$.

Put $u=E_0\zeta$. Since $\sigma=J/E_0$ and $J/E_0^2=\varepsilon\mu/(2y)$, the zero-frequency adjoint equation is
\[
\varepsilon\mu\left(\frac{u}{2y}-\frac{du}{dy}\right)=1,
\qquad u=\frac{2}{\varepsilon\mu}\left(\sqrt{Ly}-y\right).
\]
Division by $E_0$ gives $\zeta=b(\sqrt L-\sqrt y)$, with $b=\sqrt{2/(\varepsilon\mu J)}$. Also $\sigma=1/(b\sqrt y)$. Hence
\begin{align*}
A\frac{dV}{dI}&=\int_0^L\zeta\,dy=\frac b3L^{3/2},\\
\int_0^L\sigma\zeta^2dy&=b\int_0^L\frac{(\sqrt L-\sqrt y)^2}{\sqrt y}\,dy=\frac{2b}{3}L^{3/2}.
\end{align*}
The second integral is twice the first, so $S_V=8kT\,dV/dI$. In this limit the departure from the equilibrium formula is a factor of two, even with an unheated local source. The limit is approached slowly, because diffusion still lowers the factor noticeably at a voltage of a hundred $kT/q$. In a silicon layer of micrometre length, velocity saturation and carrier heating would intervene first, so the factor of two is a property of the constant-mobility model.

\section{How far the example represents a device}

The layer dimensions and dopings are plausible for a silicon test structure, and the mobilities are rough typical values. The weakest assumption is local transport at the junctions: the free path $\tau\sqrt{kT/m}$, with the collision time $\tau$ of the middle layer, is 26 nm (about 45 nm with the three-dimensional rms speed, and shorter at the junctions, where the mobility is lower), while the electron density changes by a factor $e$ over as little as 23 nm. Relative to the 600 nm middle layer the free path is 4 to 8\%, so nonlocal transport may change the resistance by several percent; this is an order of magnitude, not a computed correction. Two contacts of $10^{-7}\ \Omega\,\mathrm{cm^2}$ would add 2 $\Omega$, or 0.2\%. The degeneracy correction in the outer layers is about 0.25\%. The model takes all donors as ionized; at the outer doping several percent of them would be neutral, so $N$ is to be read as the ionized density.

At 50 GHz the product of $\omega$ and the collision time is 0.06, so a white source is reasonable. At 200 GHz it is four times larger, and that entry tests the model's algebra more than a device. Electron inertia, omitted from \eqref{current}, also changes the response: at 50 GHz it would raise $\mathrm{Re}\,Z$ by about 5\%.

Under the larger bias, estimated carrier heating reaches 4\% of $T$, and the peak drift velocity is 0.27 of a rough saturation velocity. Both effects can outweigh the calculated 1\% excess noise, which is therefore a property of the constant-mobility model and not a device prediction. With a rough Hooge parameter of $10^{-5}$, and the carriers of the middle layer treated as evenly spread, flicker noise equals the calculated noise near 175 kHz. The uneven density raises this estimate about twofold, because the resistance is concentrated where carriers are few. The biased zero-frequency result therefore describes the plateau well above several hundred kilohertz, and flicker noise drops below the 1\% excess only at tens of megahertz. The numerical output lists the remaining estimates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 300 K, kT/q 25.852 mV
length 1000 nm, area 10 um2
middle layer 200 to 800 nm, grading 30 nm
doping outer 2.0e+17, middle 2.0e+15 cm^-3
mobility outer 600, middle 1350 cm2/Vs
relative permittivity 11.7
velocity process: D / mobility 1.00043
equilibrium: x nm, n cm^-3, zeta/A ohm/nm, e/A ohm/nm
  99.4  1.982e+17  0.0524  0.0528
  199.4  2.919e+16  0.2397  0.4524
  249.4  7.222e+15  0.6590  0.8935
  499.4  2.281e+15  2.0268  1.8250
largest built-in field 11.41 kV/cm
resistance 870.9 ohm; integral of dx/(sigma A) 870.9 ohm
resistance if n equalled doping 1298.6 ohm
noise share of middle layer 96.7 %
noise ratio if e replaces zeta 1.0381
equilibrium: f GHz, Re Z ohm, Im Z ohm, sqrt(S_V) nV/rtHz, S_V/(4kT Re Z)
  0  870.9  0.0  3.799  0.99998
  50  697.4  -334.2  3.399  0.99998
  200  211.9  -333.1  1.873  0.99998
total rms voltage: stochastic 1.9995 mV, equipartition 1.9996 mV
bias: I mA, V mV, dV/dI ohm, sqrt(S_V) nV/rtHz, S_V/(4kT dV/dI)
  0.05  43.48  867.3  3.796  1.0027
  0.10  86.62  857.0  3.787  1.0103
nonlinear dV/dI at last bias 857.0 ohm
worst injected-source mismatch 0.019 %
neglected effects (rough inputs; bias entries at last bias):
  collision time 0.200 ps, omega tau at 50 GHz 0.063
  mean free path 26.4 nm
  degeneracy correction 0.25 %
  peak drift velocity / saturation velocity 0.272
  peak carrier heating 4.24 % of T (energy time 0.3 ps)
  lattice heating 8.20 mK
  two contacts 2.0 ohm (at 1e-07 ohm cm2 each)
  flicker corner 175 kHz (Hooge parameter 1e-05)
  photon energy / kT at 50 GHz 0.0080
\end{verbatim}
